# Saturation of an atomic-layer-deposition pulse under irreversible Langmuir adsorption: test program

```python
# Result under test: irreversible adsorption on a flat, initially bare surface,
#   theta(t) = 1 - exp(-s0*J*t/N),
# for sticking probability s0*(1-theta) and constant impinging flux J.
# theta: coverage relative to saturation; N: saturated adsorbed density;
# s0: sticking probability on the bare surface; tau = N/(s0*J).
# Also tested: varying flux, another sticking law, desorption, gas depletion.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

# Inputs: rough typical values for trimethylaluminium on an oxide surface
torr = const.atm / 760.0
temperature = 473.0                 # K
partial_pressure = 0.010            # Torr
total_pressure = 1.0                # Torr
s0 = 0.005
site_density = 4.0e18               # adsorbed molecules per m^2
molar_mass = 3 * 12.011 + 9 * 1.008 + 26.982       # g/mol
mass = molar_mass * 1e-3 / const.N_A
kT = const.k * temperature
p = partial_pressure * torr

# Impinging flux and adsorption time
flux = p / np.sqrt(2 * np.pi * mass * kT)
mean_speed = np.sqrt(8 * kT / (np.pi * mass))
tau = site_density / (s0 * flux)


def coverage(t):
    return 1 - np.exp(-s0 * flux * t / site_density)


# Test of the flux: average the normal velocity over the Maxwell distribution
thermal = np.sqrt(kT / mass)
normal_average = quad(lambda w: w * np.exp(-w * w / 2) / np.sqrt(2 * np.pi),
                      0, np.inf)[0] * thermal
flux_quadrature = p / kT * normal_average
assert abs(flux_quadrature / flux - 1) < 1e-8
assert abs(p / kT * mean_speed / 4 / flux - 1) < 1e-10

# Test of the coverage law: random impacts on individual sites
rng = np.random.default_rng(12)
n_sites = 20000
filled = np.zeros(n_sites, dtype=bool)
impacts_done = 0
site_results = []
for reduced_time in (0.5, 1.0, 2.0, 4.0):
    impacts_total = round(flux * reduced_time * tau * n_sites / site_density)
    n_new = impacts_total - impacts_done
    struck = rng.integers(n_sites, size=n_new)
    able_to_stick = rng.random(n_new) < s0
    filled[struck[able_to_stick]] = True
    impacts_done = impacts_total
    expected = coverage(reduced_time * tau)
    noise = np.sqrt(expected * (1 - expected) / n_sites)
    assert abs(filled.mean() - expected) < 5 * noise   # statistical tolerance
    site_results.append((reduced_time, filled.mean(), expected))


def time_to_cover(rate, target=0.99, limit=200.0):
    """Integrate d(theta)/dx = rate(x, theta), x = t/tau, up to the target."""
    def reached(x, y):
        return y[0] - target
    reached.terminal = True
    run = solve_ivp(lambda x, y: [rate(x, y[0])], (0, limit), [0.0],
                    method="DOP853", rtol=1e-9, atol=1e-11, events=reached)
    return run.t_events[0][0]


# Sticking that needs two independently vacant sites
x99 = np.log(100.0)
x99_two_sites = 0.99 / (1 - 0.99)
assert abs(time_to_cover(lambda x, c: (1 - c)**2) / x99_two_sites - 1) < 1e-4

# Valve rise: the flux approaches its final value exponentially
rise_time = 0.010                   # s
rise = rise_time / tau
x99_rise = time_to_cover(lambda x, c: (1 - c) * (1 - np.exp(-x / rise)))
assert abs(x99_rise - x99 - rise) < 1e-4

# Desorption: test the formula where desorption is strong
strong = 0.3                        # desorption rate times tau
run = solve_ivp(lambda x, y: (1 - y) - strong * y, (0, 1.7), [0.0],
                rtol=1e-10, atol=1e-12)
formula = (1 - np.exp(-(1 + strong) * 1.7)) / (1 + strong)
assert abs(run.y[0, -1] - formula) < 1e-7
barrier = 1.6                       # eV, rough
attempt_rate = 1e13                 # 1/s, rough
purge_time = 5.0                    # s
k_des = attempt_rate * np.exp(-barrier * const.e / kT)
purge_loss = 1 - np.exp(-k_des * purge_time)
steady_loss = k_des * tau / (1 + k_des * tau)

# Depletion along a duct whose floor adsorbs; time counted from gas arrival
flow_sccm = 1000.0
duct_side = 0.30                    # m, both width and coated length
gap = 0.010                         # m
area = duct_side**2
gas_rate = flow_sccm * 1e-6 / 60 * const.atm / (const.k * 273.15)
precursor_rate = gas_rate * partial_pressure / total_pressure
gamma = s0 * flux * area / precursor_rate
x99_edge = np.log(1 + 99 * np.exp(gamma))
edge_coverage = 1 - 1 / (1 + 99 * np.exp(-gamma))
transit = area * gap / (gas_rate * kT / (total_pressure * torr))

n_cells = 400
theta = np.zeros(n_cells + 1)
dx = 0.005


def duct_rate(c):
    vacant = 1 - c
    integral = np.zeros_like(c)
    integral[1:] = np.cumsum((vacant[1:] + vacant[:-1]) / 2) / n_cells
    return np.exp(-gamma * integral) * vacant


x_now = 0.0
edge_at_x99 = None
while theta[-1] < 0.99:
    old = theta.copy()
    slope = duct_rate(theta)
    theta = theta + dx / 2 * (slope + duct_rate(theta + dx * slope))
    x_now += dx
    if edge_at_x99 is None and x_now >= x99:
        part = (x99 - x_now + dx) / dx
        edge_at_x99 = old[-1] + part * (theta[-1] - old[-1])
    assert x_now < 50
x_sim = x_now - dx + dx * (0.99 - old[-1]) / (theta[-1] - old[-1])
assert abs(x_sim - x99_edge) < 2e-3          # finite space and time steps
assert abs(edge_at_x99 - edge_coverage) < 1e-3

# Diffusion across an initially filled gas layer, fixed density on far side
diffusivity = 0.015                 # m^2/s at the total pressure, rough
beta = s0 * mean_speed * gap / (4 * diffusivity)
x99_layer = x99 + 0.99 * beta
n_layer = 40
h = 1.0 / n_layer
spread = diffusivity * tau / gap**2


def layer_rate(x, y):
    gas = np.append(y[:-1], 1.0)    # gas[0] is next to the surface
    uptake = gas[0] * (1 - y[-1])
    change = np.empty_like(y)
    change[0] = 2 * spread * ((gas[1] - gas[0]) / h**2 - beta * uptake / h)
    change[1:-1] = spread * (gas[2:] - 2 * gas[1:-1] + gas[:-2]) / h**2
    change[-1] = uptake
    return change


def layer_done(x, y):
    return y[-1] - 0.99


layer_done.terminal = True
start = np.append(np.ones(n_layer), 0.0)
run = solve_ivp(layer_rate, (0, 20), start, method="BDF", rtol=1e-7,
                atol=1e-9, events=layer_done)
x_layer_sim = run.t_events[0][0]
# The formula drops the small density deficit that remains at 99 % coverage
assert abs(x_layer_sim - x99_layer) < 3e-3

# Film thickness per complete cycle: two Al atoms per Al2O3 unit
film_density = 3.0                  # g/cm^3, rough
oxide_mass = 2 * 26.982 + 3 * 15.999
unit_volume = oxide_mass / const.N_A / film_density * 1e-6     # m^3
growth = site_density / 2 * unit_volume * 1e9                  # nm

ms = 1e3
print(f"Temperature: {temperature:.0f} K")
print(f"Precursor partial pressure: {partial_pressure*1e3:.1f} mTorr")
print(f"Total pressure: {total_pressure:.1f} Torr")
print(f"Precursor molar mass: {molar_mass:.2f} g/mol")
print(f"Initial sticking probability s0: {s0:.3f}")
print(f"Saturated density N: {site_density*1e-18:.2f} nm^-2")
print(f"Mean molecular speed: {mean_speed:.1f} m/s")
print(f"Impinging flux J: {flux*1e-18:.4e} nm^-2 s^-1")
print(f"Flux by velocity quadrature: {flux_quadrature*1e-18:.4e} nm^-2 s^-1")
print(f"Adsorption time tau: {tau*ms:.2f} ms")
for pulse in (0.02, 0.05, 0.10, 0.20):
    print(f"Coverage after {pulse*ms:.0f} ms: {coverage(pulse):.4f}")
for target in (0.90, 0.99, 0.999):
    print(f"Time to {100*target:.1f} %: {-tau*np.log(1-target)*ms:.1f} ms")
print(f"Exposure for 99 %: {partial_pressure*x99*tau:.3e} Torr s")
print(f"Assumed film density: {film_density:.1f} g/cm^3")
print(f"Growth per cycle at saturation: {growth:.4f} nm")
print(f"Growth per cycle, 100 ms pulse: {growth*coverage(0.1):.4f} nm")
for reduced_time, simulated, expected in site_results:
    print(f"Random impacts, t/tau={reduced_time:.1f}: {simulated:.4f}"
          f" (formula {expected:.4f})")
print(f"99 % time, linear sticking law: {x99:.3f} tau")
print(f"99 % time, quadratic law: {x99_two_sites:.1f} tau"
      f" = {x99_two_sites*tau:.2f} s")
print(f"Ratio quadratic/linear 99 % time: {x99_two_sites/x99:.1f}")
print(f"Duct side: {duct_side*100:.0f} cm; gap: {gap*100:.1f} cm")
print(f"Total gas flow: {flow_sccm:.0f} sccm")
print(f"Precursor supply F: {precursor_rate:.3e} molecules/s")
print(f"Duct depletion number gamma: {gamma:.3f}")
print(f"Far-edge 99 % time, formula: {x99_edge*tau*ms:.1f} ms")
print(f"Far-edge 99 % time, simulation: {x_sim*tau*ms:.1f} ms")
print(f"Far-edge coverage when inlet is at 99 %: {edge_coverage:.4f}")
print(f"Gas transit time along duct: {transit*ms:.1f} ms")
print(f"Gas diffusivity: {diffusivity*1e4:.0f} cm^2/s")
print(f"Diffusion number beta: {beta:.3f}")
print(f"Diffusion delay at 99 %, formula: {0.99*beta*tau*ms:.2f} ms")
print(f"Diffusion delay, simulation: {(x_layer_sim-x99)*tau*ms:.2f} ms")
print(f"Valve rise time: {rise_time*ms:.1f} ms")
print(f"Valve delay at 99 %, simulation: {(x99_rise-x99)*tau*ms:.2f} ms")
print(f"Desorption barrier: {barrier:.2f} eV")
print(f"Desorption attempt rate: {attempt_rate:.1e} s^-1")
print(f"Desorption rate: {k_des:.2e} s^-1")
print(f"Steady coverage loss during exposure: {steady_loss:.2e}")
print(f"Fraction lost in a {purge_time:.0f} s purge: {purge_loss:.2e}")
print("OK")
```

Running it gives:

```
Temperature: 473 K
Precursor partial pressure: 10.0 mTorr
Total pressure: 1.0 Torr
Precursor molar mass: 72.09 g/mol
Initial sticking probability s0: 0.005
Saturated density N: 4.00 nm^-2
Mean molecular speed: 372.7 m/s
Impinging flux J: 1.9023e+04 nm^-2 s^-1
Flux by velocity quadrature: 1.9023e+04 nm^-2 s^-1
Adsorption time tau: 42.05 ms
Coverage after 20 ms: 0.3785
Coverage after 50 ms: 0.6955
Coverage after 100 ms: 0.9073
Coverage after 200 ms: 0.9914
Time to 90.0 %: 96.8 ms
Time to 99.0 %: 193.7 ms
Time to 99.9 %: 290.5 ms
Exposure for 99 %: 1.937e-03 Torr s
Assumed film density: 3.0 g/cm^3
Growth per cycle at saturation: 0.1129 nm
Growth per cycle, 100 ms pulse: 0.1024 nm
Random impacts, t/tau=0.5: 0.3921 (formula 0.3935)
Random impacts, t/tau=1.0: 0.6310 (formula 0.6321)
Random impacts, t/tau=2.0: 0.8642 (formula 0.8647)
Random impacts, t/tau=4.0: 0.9820 (formula 0.9817)
99 % time, linear sticking law: 4.605 tau
99 % time, quadratic law: 99.0 tau = 4.16 s
Ratio quadratic/linear 99 % time: 21.5
Duct side: 30 cm; gap: 1.0 cm
Total gas flow: 1000 sccm
Precursor supply F: 4.478e+18 molecules/s
Duct depletion number gamma: 1.912
Far-edge 99 % time, formula: 273.7 ms
Far-edge 99 % time, simulation: 273.7 ms
Far-edge coverage when inlet is at 99 %: 0.9360
Gas transit time along duct: 41.0 ms
Gas diffusivity: 150 cm^2/s
Diffusion number beta: 0.311
Diffusion delay at 99 %, formula: 12.93 ms
Diffusion delay, simulation: 12.93 ms
Valve rise time: 10.0 ms
Valve delay at 99 %, simulation: 10.00 ms
Desorption barrier: 1.60 eV
Desorption attempt rate: 1.0e+13 s^-1
Desorption rate: 8.96e-05 s^-1
Steady coverage loss during exposure: 3.77e-06
Fraction lost in a 5 s purge: 4.48e-04
OK
```
